\section*{How strongly do divalent ions pair in water without shedding hydration?}

\section*{Question}

A divalent cation and a divalent anion meet in water and stay separated by one layer of water molecules. Their centres are then about 5 angstrom apart. How large is the association constant of this outer-sphere pair at infinite dilution, and how does it depend on charge, distance, solvent and concentration?

\section*{Answer}

The Fuoss model gives about 100 L/mol near room temperature. The size comes from two factors: a volume of about 0.3 L/mol in which the anion counts as paired, and a Boltzmann factor of about 300. The result is good only to a factor of a few, because the exponent is large and the volume is partly a convention.

The equilibrium is
\begin{equation}
\mathrm{M^{2+}+L^{2-}\rightleftharpoons M^{2+}\cdots L^{2-}},\qquad
K_c=\frac{c_{\rm pair}}{c_{\rm M}\,c_{\rm L}},
\end{equation}
where $c_{\rm M}$ and $c_{\rm L}$ are concentrations of free ions. The limit of $K_c$ at vanishing ionic strength is called $K^\circ$. Both are given in L/mol; inside a logarithm they are first multiplied by 1 mol/L.

\subsection*{The energy at contact}

Treat water as a uniform linear dielectric of relative permittivity $\varepsilon_r$. At separation $r$ the ions attract with a force of magnitude $|z_+z_-|e^2/(4\pi\varepsilon_0\varepsilon_r r^2)$. Bringing them from infinity to the contact distance $a$ changes the free energy by
\begin{align}
w(a)&=-\int_a^\infty\frac{|z_+z_-|e^2}{4\pi\varepsilon_0\varepsilon_r r^2}\,dr
=-\frac{|z_+z_-|e^2}{4\pi\varepsilon_0\varepsilon_r a}.
\end{align}
This is a free energy and not an energy, since $\varepsilon_r$ already contains the thermal response of the water. Define the Bjerrum length $l_B$, at which two unit charges interact with energy $k_BT$, and the reduced contact energy $b$:
\begin{equation}
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT},\qquad
b=\frac{|z_+z_-|\,l_B}{a},\qquad w(a)=-b\,k_BT .
\end{equation}

\subsection*{Counting the pairs}

Fuoss counts the anion, taken as a point, as paired when it lies in a sphere of radius $a$ and volume $v=4\pi a^3/3$ about a cation. Everywhere in that sphere its energy is set to the contact value. Real ions do not interpenetrate, so the sphere is a way of assigning a volume to the paired state, not a picture of the pair.

Put $N$ cations and $N$ anions in a volume $V$, with at most one anion per cation. To form $n$ pairs, choose $n$ cations, choose $n$ anions, and match them in $n!$ ways. Each paired anion exchanges the free volume $V$ for $v$ and gains the factor $e^b$. The statistical weight relative to no pairs is therefore
\begin{equation}
W_n=\binom{N}{n}^{2}n!\left(\frac{v e^b}{V}\right)^n .
\end{equation}
Since $\binom{N}{n+1}/\binom{N}{n}=(N-n)/(n+1)$, successive weights have the ratio
\begin{equation}
\frac{W_{n+1}}{W_n}=\frac{(N-n)^2}{(n+1)^2}\,(n+1)\,\frac{v e^b}{V}
=\frac{(N-n)^2}{n+1}\,\frac{v e^b}{V}.
\end{equation}
The weight is largest where this ratio passes through one. For large $n$, $n+1$ may be replaced by $n$, which gives
\begin{equation}
\frac{nV}{(N-n)^2}=v e^b .
\end{equation}
With $c_{\rm pair}=n/(N_AV)$ and $c_{\rm M}=c_{\rm L}=(N-n)/(N_AV)$, the left side is $K_c/N_A$. Hence
\begin{equation}
K^\circ=N_A v\,e^b=\frac{4\pi N_Aa^3}{3}\,
\exp\!\left(\frac{|z_+z_-|\,l_B}{a}\right).
\label{fuoss}
\end{equation}
The superscript is justified because no interaction between free ions has been included.

The step from largest weight to mean value was tested by summing all the $W_n$ for 4000 ions of each sign at 10 mmol/L. The mean paired fraction is 0.3801, and the law of mass action gives the same four digits. This tests the counting alone; the ionic atmosphere, added below, lowers the fraction considerably. The derivation also gives free anions the whole volume $V$, although the spheres occupy a fraction $N_Avc$ of it. At 10 mmol/L that fraction is 0.3 per cent.

\subsection*{The numbers}

Take $a=5$ angstrom, $T=298.15$ K and a rough permittivity of 78. Then $l_B=7.185$ angstrom, and
\begin{equation}
b=\frac{4\times7.185}{5}=5.748,\qquad e^b=313.7 .
\end{equation}
For the volume, use $a=5\times10^{-9}$ dm, so that the result is in litres:
\begin{equation}
N_Av=6.022\times10^{23}\times\frac{4\pi}{3}\,(5\times10^{-9})^3
=0.3153\ \mathrm{L/mol}.
\end{equation}
The product is
\begin{equation}
K^\circ=0.3153\times313.7=98.9\ \mathrm{L/mol}\approx100\ \mathrm{L/mol}.
\end{equation}
The standard free energy, $-RT\ln K^\circ$, is $-11.4$ kJ/mol.

Charge enters through the exponent. At the same distance and permittivity, a charge product of 2 gives 5.6 L/mol and a product of 1 gives 1.3 L/mol. For singly charged ions the attraction is worth only 1.4 $k_BT$. In the model, it then makes pairs only about four times as frequent as chance alone would.

\subsection*{Scaling with distance and permittivity}

The logarithm of \eqref{fuoss} is a constant plus $3\ln a+b$. Since $b$ is proportional to $1/(a\varepsilon_r)$,
\begin{equation}
\frac{\partial\ln K^\circ}{\partial\ln a}=3-b=-2.75,\qquad
\frac{\partial\ln K^\circ}{\partial\ln\varepsilon_r}=-b=-5.75 .
\end{equation}
In each derivative the other quantity and the temperature are held fixed. Near 5 angstrom, an error of 1 per cent in $a$ moves $K^\circ$ by nearly 3 per cent, and the same error in $\varepsilon_r$ moves it by nearly 6 per cent. Over a wider range, $K^\circ$ is 213 L/mol at 4 angstrom and 66 L/mol at 6 angstrom. An uncertainty of 1 angstrom in the contact distance thus costs up to a factor of about two.

The slope $3-b$ vanishes at $b=3$. The second derivative with respect to $\ln a$ is $+b$, so this point is a minimum. It lies at
\begin{equation}
a=\frac{|z_+z_-|\,l_B}{3}=9.58\ \mathrm{angstrom}.
\end{equation}
Beyond it the formula makes larger ions associate more, although they attract less. The rise comes from the factor $a^3$: the sphere grows faster than the Boltzmann factor falls. The formula should not be used to compare ions of different size in that range. At 5 angstrom the charge products 2 and 1 have $b=2.9$ and $1.4$, so the values 5.6 and 1.3 L/mol given above already lie in it and depend strongly on the chosen volume. At 5 angstrom, $b$ is almost twice the critical value and the attraction controls the trend.

\subsection*{How arbitrary is the volume?}

A different count shows what the Fuoss sphere stands for. Keep the ions outside contact, and count as paired every anion between $a$ and an outer radius $r_o$, each with its own Coulomb energy:
\begin{equation}
K(r_o)=4\pi N_A\int_a^{r_o}r^2e^{ba/r}\,dr .
\end{equation}
The logarithm of the integrand has the derivative $2/r-ba/r^2$, which is zero at
\begin{equation}
q=\frac{ba}{2}=14.37\ \mathrm{angstrom}.
\end{equation}
There the integrand is least. Inside $q$ attraction makes near positions more probable; outside it the growing area of the shell wins. Bjerrum's choice $r_o=q$ gives 173 L/mol, which is 1.75 times the Fuoss value. It includes anions separated from the cation by several water molecules.

One may instead ask which shell reproduces the Fuoss value. It extends 3.5 angstrom beyond contact, a little more than the diameter of a water molecule, roughly 2.8 angstrom. The Fuoss sphere therefore counts about as many anions as a layer one water molecule thick outside contact. That makes the volume reasonable in size, but does not derive it. The shell reaches 8.5 angstrom, past the roughly 7.8 angstrom at which a second layer of water fits between the ions. A shell from 5 to 6.4 angstrom, halfway to that position, gives 56 L/mol, and one from 4.5 to 6.4 angstrom gives 92 L/mol. An experiment that detects more distant pairs, or closer ones alone, measures a different constant.

\subsection*{Why infinite dilution matters}

At finite concentration each ion gathers a cloud of opposite charge that screens the attraction. Let $\phi$ be the potential around a cation of charge $z$ in units of $k_BT/e$. For small $\phi$ the Poisson--Boltzmann equation becomes
\begin{equation}
\nabla^2\phi=\kappa^2\phi,\qquad
\kappa^2=4\pi l_B\sum_i n_iz_i^2=8\pi l_BN_AI,
\end{equation}
with $n_i$ the number densities, $I=\frac12\sum_i c_iz_i^2$ the ionic strength and $1/\kappa$ the Debye length. Concentrations here must be converted to moles per unit volume in the length unit used.

For a spherical potential, $u=r\phi$ obeys $u''=\kappa^2u$. The solution that decays at infinity is $\phi=Ae^{-\kappa r}/r$. No mobile charge lies inside $r=a$, so Gauss's law fixes the slope there:
\begin{equation}
\phi'(a)=-\frac{Ae^{-\kappa a}(1+\kappa a)}{a^2}=-\frac{z\,l_B}{a^2}.
\end{equation}
Thus $Ae^{-\kappa a}=z\,l_B/(1+\kappa a)$. The contact energy of an anion of charge $-z$ is
\begin{equation}
\frac{w_\kappa(a)}{k_BT}=-z\phi(a)=-\frac{z^2l_B}{a(1+\kappa a)}
=-\frac{b}{1+\kappa a}=-b+\frac{b\kappa a}{1+\kappa a}.
\end{equation}
Replacing $e^b$ in \eqref{fuoss} by the screened Boltzmann factor gives
\begin{equation}
K_c=K^\circ\exp\!\left(-\frac{b\kappa a}{1+\kappa a}\right).
\label{screen}
\end{equation}

The same factor follows from activity coefficients. The cloud alone contributes at the ion the potential
\begin{equation}
\phi(a)-\frac{z\,l_B}{a}=-\frac{z\,l_B\kappa}{1+\kappa a}.
\end{equation}
Charge one ion from zero to $z$ while the surrounding solution, and so $\kappa$, stays fixed. The cloud potential grows in proportion to the charge, which puts a factor $\frac12$ in the work:
\begin{equation}
\ln\gamma_\pm=-\frac{z^2l_B\kappa}{2(1+\kappa a)},\qquad
\ln(\gamma_+\gamma_-)=-\frac{z^2l_B\kappa}{1+\kappa a}
=-\frac{b\kappa a}{1+\kappa a}.
\end{equation}
So $K_c=K^\circ\gamma_+\gamma_-$, as thermodynamics requires for a neutral pair of unit activity coefficient. A direct numerical solution of the linear equation at an ionic strength of 4 mmol/L, where $\kappa a=0.1043$, gives a screened contact energy of 5.2055 $k_BT$, in agreement with the formula. The charging work from that solution gives $\ln(\gamma_+\gamma_-)=-0.543$.

For $\kappa a\ll1$ the exponent in \eqref{screen} tends to $-b\kappa a=-z^2l_B\kappa$. The contact distance cancels, and $\ln K_c$ falls as the square root of the ionic strength. This slow approach is why the limit must be named.

Let $c$ be the total concentration of the salt and $\alpha$ the fraction of each ion that is free. Then $c_{\rm M}=c_{\rm L}=\alpha c$ and $c_{\rm pair}=(1-\alpha)c$, so
\begin{equation}
\frac{1-\alpha}{\alpha^2c}=K_c,\qquad
I=\tfrac12(4\alpha c+4\alpha c)=4\alpha c .
\end{equation}
Neutral pairs do not contribute to $I$. Solving these equations together with \eqref{screen} gives:

\begin{center}
\begin{tabular}{cccc}
$c$ (mmol/L) & $K_c$ (L/mol) & paired (\%) & $1/\kappa$ (angstrom)\\
0.1 & 82 & 0.8 & 152\\
1 & 58 & 5.2 & 49\\
10 & 26 & 18 & 17
\end{tabular}
\end{center}

Even at 0.1 mmol/L the constant is 17 per cent below its limit. The paired fraction in every row depends on where the count of pairs is cut off. Linearization needs a small potential energy, and this holds only for ions well outside $q$. The Fuoss count covers roughly the first 3.5 angstrom beyond contact, so ions between there and $q$ are neither counted as pairs nor weakly attracted. If pairs were counted out to $q$, with the screening factor $\exp[-z^2l_B\kappa/(1+\kappa q)]$, the paired fractions would be 1.4, 9.2 and 33 per cent instead of 0.8, 5.2 and 18. At 10 mmol/L the Debye length is hardly larger than $q$, and the division into pairs and a weak cloud is no longer clean.

\subsection*{Heat, entropy and temperature}

Let $g=-d\ln\varepsilon_r/dT$, roughly 0.0046 per K for water. At fixed $a$, $b\propto1/(\varepsilon_rT)$ and therefore $db/dT=b(g-1/T)$. If the small effect of the thermal expansion of water on concentrations is neglected, the van 't Hoff relation gives
\begin{equation}
\Delta H^\circ=RT^2\frac{d\ln K^\circ}{dT}=RTb\,(gT-1).
\end{equation}
Here $gT=1.37$ and $RT=2.479$ kJ/mol, so
\begin{equation}
\Delta H^\circ=2.479\times5.748\times0.371=5.3\ \mathrm{kJ/mol}.
\end{equation}
Opposite charges attract, yet their association absorbs heat, because the permittivity falls faster than $1/T$. The entropy must then drive the process. Differentiating $\Delta G^\circ=-RT[\ln(N_Av)+b]$, with $N_Av$ in L/mol, gives
\begin{align}
\Delta S^\circ&=R[\ln(N_Av)+b]+RT\frac{db}{dT}\notag\\
&=R[\ln(N_Av)+b+b(gT-1)]\notag\\
&=R[\ln(N_Av)+b\,gT]=56\ \mathrm{J/(mol\,K)} .
\end{align}
The first term is negative: it is the cost of confining the anion, relative to a standard concentration of 1 mol/L. The second is positive and comes from the temperature dependence of the permittivity, that is, from the solvent. At 60 $^\circ$C, with $g$ and $a$ kept constant, $K^\circ$ rises to 133 L/mol.

\subsection*{What the uniform dielectric leaves out}

The field of one ion at contact is 1.48 MV/cm in the linear dielectric. Such a field partly aligns the water dipoles and lowers their further response. To size the effect, let
\begin{equation}
\varepsilon(E)=n^2+(\varepsilon_r-n^2)\,\frac{3L(x)}{x},\quad
L(x)=\coth x-\frac1x,\quad x=\frac{E}{E_s},
\end{equation}
with a rough saturation field $E_s=1.2$ MV/cm and a rough electronic permittivity $n^2=1.8$. For small $x$, $L(x)=x/3-x^3/45+\dots$, so $3L/x\approx1-x^2/15$ and
\begin{equation}
\frac1{\varepsilon(E)}\approx\frac1{\varepsilon_r}
\left[1+\left(1-\frac{n^2}{\varepsilon_r}\right)\frac{x^2}{15}\right].
\end{equation}
The displacement around one ion is fixed by its charge, and to this order $x=(E_a/E_s)(a/r)^2$, where $E_a$ is the contact field. The second ion is treated as a test charge. Its energy is the integral of the field from $a$ to infinity, and the correction carries the factor $\int_a^\infty(a/r)^4\,a\,dr/r^2=1/5$. Therefore
\begin{equation}
\frac{\Delta b}{b}\approx\frac1{75}\left(1-\frac{n^2}{\varepsilon_r}\right)
\left(\frac{E_a}{E_s}\right)^2\approx2.0\ \text{per cent}.
\end{equation}
The full Langevin expression gives 2.2 per cent and raises $K^\circ$ to 112 L/mol. The size depends strongly on the rough value of $E_s$: with 0.7 MV/cm the rise would be 8 per cent and $K^\circ$ would be 157 L/mol. These values hold for a test charge only. They fix neither the size nor the sign of the effect for two real ions, because each ion's field also changes the response of the water to the other.

Other errors can be larger. If the effective permittivity at contact were 10 per cent lower, $K^\circ$ would be 187 L/mol. Hydrogen bonding and the packing of water between the ions also change the contact free energy. One extra $k_BT$ of attraction gives 269 L/mol, and one of repulsion gives 36 L/mol. Each of these shifts alone, like a change of 1 angstrom in $a$, alters $K^\circ$ by a factor of at most about three. If the changes in distance, permittivity and contact energy are treated as independent errors, their logarithms add in quadrature to a factor of about four. If all three raised $K^\circ$ together, the factor would be 13. The stated accuracy of a factor of a few therefore assumes that the errors do not all act in the same direction.

\subsection*{Divalent sulfates in plating baths}

The parameters suit a generic divalent metal sulfate in water. A distance of 5 angstrom is a plausible rough value for ions separated by a layer of water, and 78 is close to the permittivity of pure water at room temperature. Measured association constants of such sulfates, extrapolated to zero ionic strength, are of the order of $10^2$ L/mol. They can include inner-sphere pairs, in which sulfate has replaced a water molecule, so agreement in size does not confirm the model in detail. A sulfate plating bath often holds roughly 1 mol/L of metal salt, far from the dilute limit. If all ions were free, the formal Debye length would be 1.5 angstrom, less than the contact distance. The assumption of isolated pairs in pure water then fails. The model already lowers the constant by a factor of nearly four at 10 mmol/L, and gives no reliable value at 1 mol/L. Speciation in such a bath needs constants valid at its own ionic strength, and in acid it must also include the conversion of sulfate to bisulfate.

In dilute solution the estimate has a direct kinetic use. If an outer-sphere pair forms rapidly and then reacts slowly with rate constant $k$, by ligand exchange or electron transfer, the rate is $k\,c_{\rm pair}=kK_c\,c_{\rm M}c_{\rm L}$. Referred to the concentrations of free ions, the observed second-order constant is $kK_c$, and dividing it by the estimated $K_c$ isolates the reactive step. The uncertainty of the Fuoss value passes in full to $k$.

\section*{Computed results}
\begin{verbatim}
Contact distance a = 5.0 angstrom
Temperature = 298.15 K
Permittivity (rough input) = 78
Bjerrum length = 7.185 angstrom
Contact energy b = 5.748 kT; from force = 5.748 kT
Boltzmann factor exp(b) = 313.7
Molar volume factor = 0.3153 L/mol
Fuoss constant K0 = 98.9 L/mol
log10 K0 = 2.00
Standard free energy = -11.39 kJ/mol
K0 for charge product 1 = 1.33 L/mol
K0 for charge product 2 = 5.58 L/mol
Counting test: ions of each sign = 4000
Counting test: concentration = 10 mmol/L
Paired fraction, explicit sum = 0.3801
Paired fraction, mass action = 0.3801
K0 at a = 4 angstrom = 213 L/mol
K0 at a = 6 angstrom = 65.6 L/mol
d ln K0 / d ln a = -2.75
d ln K0 / d ln permittivity = -5.75
K0 is least at a = 9.58 angstrom
Atmosphere test: ionic strength = 4 mmol/L
Atmosphere test: kappa*a = 0.1043
Screened b, numerical = 5.2055 kT
Screened b, formula = 5.2055 kT
ln(gamma+ gamma-), charging = -0.5428
c = 0.1 mmol/L: Kc = 82.4 L/mol
  paired = 0.81 %, Debye = 152.2 angstrom
c = 1.0 mmol/L: Kc = 58.2 L/mol
  paired = 5.23 %, Debye = 49.3 angstrom
c = 10.0 mmol/L: Kc = 26.3 L/mol
  paired = 17.80 %, Debye = 16.7 angstrom
Bjerrum distance q = 14.37 angstrom
Bjerrum constant = 173 L/mol
Equivalent shell thickness = 3.50 angstrom
Permittivity fall (rough input) = 0.0046 per K
Association enthalpy = 5.29 kJ/mol
Association entropy = 56.0 J/(mol K)
K0 at 333.15 K = 133 L/mol
Saturation field (rough input) = 1.2 MV/cm
Electronic permittivity (rough input) = 1.8
Field of one ion at contact = 1.48 MV/cm
Saturation rise of b = 2.16 %
Saturation rise, leading term = 1.97 %
K0 with saturation = 112 L/mol
K0 with permittivity 10 % lower = 187 L/mol
K0 with 1 kT extra attraction = 269 L/mol
K0 with 1 kT extra repulsion = 36.4 L/mol
Formal Debye length at 1 mol/L = 1.52 angstrom
\end{verbatim}
